\section*{Two-centre localised resolution of identity and Dunlap's robust correction, part 2}

Repulsion integrals $(ij|kl)$ are approximated by fitting each product $\rho_{ij}=\phi_i\phi_j$ of real orbitals on atoms $I,J$ in the auxiliary functions $P$ of those atoms alone. In Gaussian units $(f|g)=e^2\!\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$, $\|f\|^2=(f|f)$, $a_0=\hbar^2/me^2$ and $E_h=e^2/a_0$.

Let $V_{PQ}=(P|Q)$, with block $V^{IJ}$ on $I,J$, and let $\Pi_{IJ}$ be the Coulomb-orthogonal projector on the span $\mathcal A_{IJ}$ of these $P$. The fit $\tilde\rho_{ij}=\Pi_{IJ}\rho_{ij}=\sum_PC_{P,ij}P$, with residual $\delta_{ij}=\rho_{ij}-\tilde\rho_{ij}$, obeys
\begin{equation}
C_{P,ij}=\sum_{Q\in IJ}[(V^{IJ})^{-1}]_{PQ}(Q|ij),\qquad (\delta_{ij}|P)=0\ \text{ for }P\in\mathcal A_{IJ},
\label{normal}
\end{equation}
With $G=(ij|kl)$, $B=(P|ij)$ and the non-robust $G_{\rm nr}=C^TVC$,
\begin{equation}
G-G_{\rm nr}=L+L^T+Q,\qquad L_{ij,kl}=(\delta_{ij}|\tilde\rho_{kl}),\qquad Q_{ij,kl}=(\delta_{ij}|\delta_{kl}).
\label{nr}
\end{equation}
\begin{equation}
L_{ij,kl}=(\delta_{ij}|(1-\Pi_{IJ})\tilde\rho_{kl}),\qquad
|L_{ij,kl}|\le\|\delta_{ij}\|\;\|(1-\Pi_{IJ})\tilde\rho_{kl}\| .
\label{bound}
\end{equation}
Selection rule: $L_{ij,kl}=0$ if $\{K,L\}\subseteq\{I,J\}$.

The global fit uses the projector $\Pi$ on the whole auxiliary span: $C_g=V^{-1}B$, $G_g=C_g^TVC_g$, and its residual $\delta^g$ is orthogonal to every $P$, so $G-G_g=(\delta^g|\delta^{g\prime})$. Primes mark the second product.

In the model, two normalised s Gaussians of exponent $\alpha$, a distance $d$ apart along $z$, have product $Sg$, with $S=e^{-\alpha d^2/2}$ and $g$ a unit Gaussian at the midpoint. The fit is $c(g_A+g_B)$, copies of $g$ on the atoms; the residual $\delta$ has charge $q_\delta=S-2c$. An identical parallel pair is displaced by $R$ perpendicular to $z$. Let $F(r)=e^2\operatorname{erf}(\mu r)/r$, $\mu^2=\alpha$, $x=\mu^2d^2$, $F_0=F(0)$, $\Phi(z)=F(\sqrt{R^2+z^2})$, $F=\Phi(0)$, $F_{zz}=\Phi''(0)$, $F_{zzzz}=\Phi''''(0)$ and $\hat D_a=\frac{x}{12}+\frac{d^2}{8}\partial_a^2$, likewise $\hat D_b$, acting on $\Phi(a-b)$ at $a=b=0$. For small $d$,
\begin{equation}
q_\delta\simeq-\frac{Sx}{12},\qquad \|\delta\|^2\simeq\frac{11}{360}S^2F_0x^2 .
\end{equation}
\begin{align}
(\delta|\tilde\rho')&\simeq-S^2\hat D_a\Phi=-S^2d^2\Big[\frac{\mu^2F}{12}+\frac{F_{zz}}{8}\Big],\label{lin}\\
(\delta|\delta')&\simeq S^2\hat D_a\hat D_b\Phi=S^2d^4\Big[\frac{\mu^4F}{144}+\frac{\mu^2F_{zz}}{48}+\frac{F_{zzzz}}{64}\Big],\label{quad}
\end{align}
At $\alpha=1\,a_0^{-2}$, $R=3\,a_0$, $d=0.5\,a_0$, $(\delta|\delta')$ is $2.4$ meV.

\section{Dunlap's robust form}

The linear terms can be computed, since $(\delta_{ij}|\tilde\rho_{kl})=(ij|\tilde\rho_{kl})-(\tilde\rho_{ij}|\tilde\rho_{kl})$. Adding both to $G_{\rm nr}$ counts $(\tilde\rho_{ij}|\tilde\rho_{kl})$ as $1-1-1=-1$ times:
\begin{align}
G_{\rm r}&=G_{\rm nr}+L+L^T=(ij|\tilde\rho_{kl})+(\tilde\rho_{ij}|kl)-(\tilde\rho_{ij}|\tilde\rho_{kl})\nonumber\\
&=B^TC+C^TB-C^TVC .
\end{align}
Subtracting from \eqref{nr},
\begin{equation}
G-G_{\rm r}=Q,\qquad |(G-G_{\rm r})_{ij,kl}|\le\|\delta_{ij}\|\,\|\delta_{kl}\| .
\label{rob}
\end{equation}
The normal equations \eqref{normal} were not used, so \eqref{rob} holds for any coefficients, and $G-G_{\rm r}$ is a Gram matrix, positive semidefinite. In the global limit $L=0$ and the two forms coincide; in the model \eqref{rob} is \eqref{quad}, the $2.4$ meV found above. The correction brings back three-centre integrals, since $(\tilde\rho_{ij}|kl)$ needs $(P|kl)$ with $P$ on $I$ or $J$ and $k,l$ on two further atoms.

\emph{Relation to the global fit.} Split the local residual as
\begin{equation}
\delta_{ij}=(1-\Pi)\rho_{ij}+(\Pi-\Pi_{IJ})\rho_{ij}=\delta^g_{ij}+\eta_{ij}.
\end{equation}
The function $\eta_{ij}$ lies in the auxiliary span, with coefficients $C_g-C$, so $(\delta^g_{ij}|\eta_{kl})=0$ for all pairs and the cross terms of $Q$ drop: $Q=(\delta^g|\delta^{g\prime})+H$ with $H=(\eta|\eta')=(C_g-C)^TV(C_g-C)$. Therefore
\begin{equation}
G_{\rm r}=G_g-H .
\label{global}
\end{equation}
For every vector $\mathbf v$ over pairs, $\mathbf v^TG_{\rm r}\mathbf v\le \mathbf v^TG_g\mathbf v\le \mathbf v^TG\mathbf v$: on such quadratic forms the robust local fit errs on the same side as the global fit and by at least as much.

\emph{Loss of positivity.} $G$, $G_g$ and $G_{\rm nr}$ are Gram matrices and have no negative eigenvalue. $G_{\rm r}$ is a difference of two. If there are more pairs than auxiliary functions, $C_g$ has null vectors. For one with $C_g\mathbf v=0$ and $C\mathbf v\neq0$, the term $\mathbf v^TG_g\mathbf v$ vanishes and $(C_g-C)\mathbf v=-C\mathbf v$, so
\begin{equation}
\mathbf v^TG_{\rm r}\mathbf v=-(C\mathbf v)^TV(C\mathbf v)<0 :
\end{equation}
the density $\sum v_{ij}\rho_{ij}$ is given a negative self-repulsion. From \eqref{global} and $G_g\ge0$, $\lambda_{\min}(G_{\rm r})\ge-\lambda_{\max}(H)$, which is of second order in $\eta$. On the space spanned by the negative eigenvectors $H\mathbf v$ cannot vanish, so their number is at most the rank of $H$, itself at most the number of auxiliary functions.

\section{Exchange and Coulomb energies}

For a closed shell with real doubly occupied orbitals $\psi_a=\sum_ic_{ia}\phi_i$, each spin contributes $-\tfrac12\sum_{ab}(ab|ab)$, so $E_x=-\sum_{ab}(ab|ab)$ with $\rho_{ab}=\sum_{ij}c_{ia}c_{jb}\rho_{ij}$. The orbitals are held fixed. Define $\tilde\rho_{ab}$, $\delta_{ab}$, $\eta_{ab}$ by the same contraction. Each term of $E_x$ is a quadratic form in $G$, and the overall minus sign turns $G-G_{\rm approx}$ into $E_x^{\rm approx}-E_x$:
\begin{align}
E_x^{\rm nr}-E_x&=2\sum_{ab}(\delta_{ab}|\tilde\rho_{ab})+\sum_{ab}\|\delta_{ab}\|^2,\label{exnr}\\
E_x^{\rm r}-E_x&=\sum_{ab}\|\delta_{ab}\|^2=(E_x^{g}-E_x)+\sum_{ab}\|\eta_{ab}\|^2\ \ge\ E_x^g-E_x\ \ge0 .\label{exr}
\end{align}
The factor 2 arises because $L$ and $L^T$ give the same quadratic form. The term $(\delta_{ab}|\tilde\rho_{ab})$ looks diagonal but is not removed by the selection rule: $\delta_{ab}$ and $\tilde\rho_{ab}$ are sums over all atom pairs, and the cross terms between different atom sets remain. Its sign is not fixed by the algebra. For $E_J=\tfrac12(n|n)$ with $n=2\sum_a\rho_{aa}$ the prefactor is $+\tfrac12$, so
\begin{equation}
E_J^{\rm nr}-E_J=-(\delta n|\tilde n)-\tfrac12\|\delta n\|^2,\qquad E_J^{\rm r}-E_J=-\tfrac12\|\delta n\|^2\le E_J^g-E_J\le0 .
\label{ej}
\end{equation}
These inequalities are for fixed orbitals. They say nothing about self-consistent iteration with the indefinite $G_{\rm r}$, which is not examined here.

\section{Water}

The molecule has $r_{\rm OH}=1.81\,a_0$ and an angle of $104.5^\circ$, treated by restricted Hartree--Fock in cc-pVDZ ($E=-76.026770\,E_h$; 24 orbitals, 300 pairs $i\ge j$) with cc-pVDZ-JKFIT (116 functions, 70 on O and 23 on each H). An OH product is fitted in 93 functions, the HH$'$ products in 46. All errors are relative to unfitted four-centre integrals in the same orbital basis; this reference has no correlation, is not at the basis limit, and the orbitals are not relaxed after fitting. The numerical check builds $\delta_{ij}(\mathbf r)$ point by point and integrates it against electrostatic potentials on a grid of 33704 points, independently of the four-centre integrals.

\emph{Identities.} For unit-normalised $P$, quadrature gives $\max|(\delta_{ij}|P)|=3.1\times10^{-6}$ in atomic units on the product's own atoms, where \eqref{normal} demands zero, and $3.5\times10^{-2}$ on other atoms. Equations \eqref{nr} and \eqref{rob} hold against quadrature to $1.3\times10^{-6}$ and $3.2\times10^{-7}\,E_h$. From analytic integrals, $|L|$ is at most $1.7\times10^{-15}\,E_h$ for $\{K,L\}\subseteq\{I,J\}$ and reaches $1.0\times10^{-2}\,E_h$ otherwise. The one-centre case, an OO residual against a fit on O and the first H, reaches $3.6\times10^{-3}\,E_h$. The bounds \eqref{bound} and \eqref{rob} hold for every element. The sums $\sum\|\delta_{ij}\|^2$ are $0.277$ (global), $0.380$ (local Coulomb) and $0.479\,E_h$ (local overlap), in the order required, and the robust error matrix of the overlap fit is positive semidefinite within rounding.

\emph{The largest element hides the effect.} The largest integral error is $2.678\times10^{-2}\,E_h$ for both local forms, close to the global $2.449\times10^{-2}\,E_h$. By \eqref{rob} the largest robust error is the diagonal element $\max\|\delta_{ij}\|^2=0.1636^2=2.68\times10^{-2}\,E_h$, and on the diagonal the selection rule makes the two forms equal; the equal maxima show that no off-diagonal non-robust error is larger. The difference shows elsewhere: the non-robust error exceeds $\|\delta_{ij}\|\|\delta_{kl}\|$, with $10^{-9}\,E_h$ added to absorb rounding, by a factor of up to $1.2\times10^3$, while the robust error never exceeds it.

\emph{Spectrum.} In the basis of pairs $i\ge j$, the lowest eigenvalue of $G_{\rm nr}$ is zero to rounding ($-1.1\times10^{-15}\,E_h$). That of $G_{\rm r}$ is $-1.02\times10^{-2}\,E_h$, inside the bound $-\lambda_{\max}(H)=-2.68\times10^{-2}\,E_h$, and 75 eigenvalues lie below $-10^{-8}\,E_h$. The count depends on the threshold (53 below $-10^{-6}$, 87 below $-10^{-10}$, 91 below $-10^{-12}\,E_h$) and stays under the limit of 116. The eigenvalues also depend on how the pairs are weighted: with a factor $\sqrt2$ on pairs $i\ne j$ the lowest is $-1.37\times10^{-2}\,E_h$. The null space of $C_g$ has dimension at least $300-116=184$.

\emph{Energies.} The reference values are $E_x=-8.976106\,E_h$ and $E_J=46.900977\,E_h$.
\begin{center}
\begin{tabular}{lrr}
fit & $\Delta E_x$ (meV) & $\Delta E_J$ (meV)\\
global & $+1.37$ & $-0.80$\\
local, non-robust & $+14.57$ & $+49.21$\\
local, robust & $+1.79$ & $-0.94$
\end{tabular}
\end{center}
In hartree, \eqref{exnr} reads $4.6968\times10^{-4}+0.6578\times10^{-4}=5.3545\times10^{-4}$ within rounding, the linear term being $7.1$ times the quadratic one; quadrature gives $4.6978\times10^{-4}$ and $6.5777\times10^{-5}$ for the two terms. Equation \eqref{exr} reads $5.0218\times10^{-5}+1.5558\times10^{-5}=6.5776\times10^{-5}$, so locality adds $31\%$ to the global exchange error once the fit is robust, against a factor $10.7$ when it is not. For the Coulomb energy, \eqref{ej} gives $-(\delta n|\tilde n)=1.8085\times10^{-3}+3.47\times10^{-5}=1.843\times10^{-3}\,E_h$, which is 53 times the quadratic term and of opposite sign: the non-robust $E_J$ lies above the reference, which \eqref{ej} forbids for the global and robust fits.

These sizes belong to this pair of basis sets. With cc-pVDZ orbitals and the auxiliary sets cc-pVTZ-JKFIT, cc-pVQZ-JKFIT and def2-universal-JKFIT, the non-robust $\Delta E_x$ is $5.3$, $0.67$ and $52.6$ meV, which is $8.4$, $1.9$ and $30$ times the global error. The robust $\Delta E_x$ is $1.26$, $1.36$ and $2.0$ times the global one, and the non-robust $\Delta E_J$ is $+29.9$, $+9.8$ and $-53.6$ meV, so its sign is not fixed either. With cc-pVQZ-JKFIT the linear exchange term is only $0.4$ times the quadratic one. With cc-pVTZ orbitals and cc-pVTZ-JKFIT the exchange errors are $0.47$ (global), $2.45$ (non-robust) and $0.52$ meV (robust). The inequalities \eqref{exr} and \eqref{ej} hold in every one of these cases.

\section*{Computed values}
\begin{verbatim}
model: alpha = 1.0 a0^-2, R = 3.0 a0, F(0) = 1.128379 Eh
F(R) = 0.333326 Eh, F_zz = -0.037021 Eh/a0^2, F_zzzz = 0.036928 Eh/a0^4
bracket linear = -0.023150 Eh/a0^2, bracket quadratic = 0.002120 Eh/a0^4
d = 0.5 a0: F(d/2) = 1.105306 Eh, F(d) = 1.041000 Eh
  S = 0.882497, c = 0.449635, q_delta = -0.016773, |delta|^2 = 1.6087e-03 Eh
  exact = 0.259595 Eh, (delta|fit') = -4.1080e-03 Eh
  exact-nonrobust = -8.1286e-03 Eh = -2.2119e-01 eV
  exact-robust = 8.7405e-05 Eh = 2.3784e-03 eV
d = 0.1 a0: |delta|^2 = 3.4079e-06, err nonrob = -4.5657e-04, err rob = 2.0856e-07 Eh
  integral/leading formula (q, |delta|^2, linear, quadratic): [0.99642 0.99835 0.99649 0.99341]
d = 0.05 a0: |delta|^2 = 2.1486e-07, err nonrob = -1.1534e-04, err rob = 1.3198e-08 Eh
  integral/leading formula (q, |delta|^2, linear, quadratic): [0.9991  0.99959 0.99912 0.99835]
slope of ln|error| vs ln|delta|: nonrobust = 0.9956, robust = 1.9973
R = 40.0 a0, d = 0.5 a0: linear = -3.7669e-04, q_delta*q_fit/R = -3.7709e-04 Eh
  robust error = 7.0188e-06, q_delta^2/R = 7.0335e-06 Eh
water: r_OH = 1.81 a0, angle = 104.5 deg, E_RHF = -76.026770 Eh
n_AO = 24, pairs = 300, n_aux = 116, aux on O/H = 70/23
grid points = 33704; max|(delta|P)| own atoms = 3.1e-06, other atoms = 3.466e-02 a.u.
identity vs quadrature, max deviation: nonrobust 1.3e-06, robust 3.2e-07 Eh
max|G error|: global 2.449e-02, nonrobust 2.678e-02, robust 2.678e-02 Eh
max|(delta_ij|fit_kl)|: KL in IJ 1.7e-15, otherwise 1.025e-02 Eh
max|(delta_OO|fit_OH)| = 3.603e-03 Eh
max |delta_ij| = 1.636e-01 Eh^1/2; max nonrobust error/quadratic bound = 1.19e+03
sum |delta_ij|^2: Coulomb local 3.7983e-01, overlap local 4.7920e-01, global 2.7675e-01 Eh
lowest eigenvalue: robust -1.017e-02, nonrobust -1.1e-15 Eh; max eig(eta|eta') = 2.683e-02 Eh
robust eigenvalues below -1e-8 Eh: 75
E_x = -8.976106 Eh, E_J = 46.900977 Eh (four-centre)
global: dE_x = 5.0218e-05 Eh = 1.367 meV, dE_J = -2.9299e-05 Eh = -0.797 meV
nonrobust: dE_x = 5.3545e-04 Eh = 14.570 meV, dE_J = 1.8085e-03 Eh = 49.211 meV
robust: dE_x = 6.5776e-05 Eh = 1.790 meV, dE_J = -3.4665e-05 Eh = -0.943 meV
E_x terms, integrals: 2 sum(delta|fit) = 4.6968e-04, sum|delta|^2 = 6.5776e-05 Eh
E_x terms, quadrature: 2 sum(delta|fit) = 4.6978e-04, sum|delta|^2 = 6.5777e-05 Eh
E_x: sum|eta|^2 = 1.5558e-05 Eh
\end{verbatim}
